Local fields, absorption strengths and radiative rates in solution

**Q:** I move a fluorescent molecule from vacuum into a transparent solvent. Its radiative rate and absorption strength change even after I correct for the shift of its spectrum. What else can the solvent do?

**A:** It changes the electromagnetic modes, and it changes the field that acts on the molecule for a given average field in the liquid. To isolate these effects, hold the transition frequency ω and the transition dipole d of the molecule, the "guest", fixed. Let the host be isotropic, nonmagnetic and lossless at ω, with real refractive index n.

I use Gaussian field equations in Rydberg units: ħ = 1, e² = 2 and c = 274.07. Polarizabilities are volumes. Let E be the macroscopic field, averaged over many host molecules, and F the field acting on the guest. In linear response

F = L E,

where L is the local-field factor.

**Q:** My solvent is polar. Should its large static dielectric constant enter L?

**A:** No, if molecular reorientation is slow compared with the optical period. The orientation then stays almost fixed while the electrons follow the light. This is nonequilibrium solvation. In a Debye model with relaxation time τ and static constant ε_s,

ε(ω) = n² + (ε_s − n²)/(1 − iωτ).

For ε_s = 30, n = 1.4, τ = 10 ps and ω = 0.22 Ry, ωτ is 4.5 × 10⁴. The last term has magnitude 6 × 10⁻⁴, so it hardly changes the local-field factor, and I use ε(ω) = n² = 1.96. The term is almost purely imaginary, which would mean absorption, and even a small loss can drain energy from an emitter a few bohr away. That loss should not be taken literally: the Debye model omits molecular inertia, which suppresses reorientation much more strongly at optical frequencies. That the solvent is transparent at ω remains a separate assumption. The static orientation can still alter d and ω, but that is a separate effect.

**Q:** How does the rate depend on n and L?

**A:** Use the golden rule, which needs the field of one photon and the density of modes.

First find the energy of a wave of real amplitude E₀. Let it grow slowly as exp(ηt), so that its frequency is ω + iη. To first order in η,

∂D/∂t = [−iωε + η d(ωε)/dω] E.

The cycle-averaged electric power density is Re(E* ∂D/∂t)/(8π). The first term does no average work. Integrating the second over the growth divides it by 2η. Adding the magnetic energy, with B₀ = nE₀, gives

u = (E₀²/16π)[d(ωε)/dω + n²].

Since ε = n²,

d(ωn²)/dω + n² = 2n(n + ω dn/dω) = 2n n_g,

where n_g is the group index. Write the quantized field of one mode as 𝓔(a e^{ik·r} + a† e^{−ik·r}). Its classical amplitude is E₀ = 2𝓔|a| and its energy is ω|a|². In a volume V, therefore,

ω = V𝓔² n n_g/(2π),
𝓔² = 2πω/(V n n_g).

The wave number is k = nω/c, and dk/dω = n_g/c. The number of modes per unit frequency and solid angle, for each polarization, is

V k² (dk/dω)/(2π)³ = V n² n_g ω²/(8π³c³).

The coupling is −d·F = −L d·E. Summed over two polarizations, the squared projection of d is d² sin²θ, whose angular integral is 8πd²/3. Hence

Γ = 2π [V n² n_g ω²/(8π³c³)] L² [2πω/(V n n_g)] (8πd²/3)
  = nL² · 4ω³d²/(3c³).

The group index cancels. In vacuum n = L = 1, so

Γ₀ = 4ω³d²/(3c³),
Γ/Γ₀ = nL².

**Q:** Does absorption increase by the same factor?

**A:** No. The absorbed power is proportional to F², hence to L²E₀². The cross section σ is that power divided by the incident intensity, which is cnE₀²/(8π). For the frequency-integrated cross section S = ∫σ dω,

S/S₀ = L²/n.

Thermal equilibrium gives a check that does not require a model for L. Let b be the number of thermal photons per mode. The photon density per unit frequency is n²n_gω²b/(π²c³), and photons travel at c/n_g. For a narrow line and a cross section averaged over orientation, the absorption rate is

W = b n²ω²S/(π²c²).

For two nondegenerate levels the induced rates up and down are equal. With populations p_g and p_e, balance requires p_g W = p_e(Γ + W). The equilibrium ratio is p_e/p_g = b/(1 + b), so W = bΓ and

Γ = n²ω²S/(π²c²).

Inserting S ∝ L²/n returns Γ ∝ nL². Comparing emission with absorption in one solvent therefore does not select a local-field model.

**Q:** Then what is L?

**A:** It depends on the guest and its surroundings. Start with a site in a uniformly polarized host. Draw an imaginary sphere around it, small compared with the wavelength but containing many host molecules, and keep the polarization P unchanged.

The matter outside the sphere ends at a surface with bound charge density −P cosθ, where θ is measured from P. At the centre, the component of the resulting field along P is

∫ (P cosθ)(cosθ) dΩ = 4πP/3.

The dipoles p inside the sphere contribute

p Σ_j (3z_j² − r_j²)/r_j⁵.

Cubic symmetry makes the sums with x², y² and z² equal, so this vanishes. Reflection symmetry removes the transverse components. For a liquid, the same cancellation is an assumption about the average surroundings. Since P = (n² − 1)E/(4π),

F = E + (n² − 1)E/3,
L = (n² + 2)/3.

This is the Lorentz factor. A lattice sum for a slab polarized in its plane gives 4.18878 for the added field per unit polarization, against 4π/3 = 4.18879.

If the host has number density ρ and polarizability α, P = ραF also gives the Clausius-Mossotti relation,

(n² − 1)/(n² + 2) = 4πρα/3.

**Q:** But my guest pushes solvent aside. Surely the surrounding polarization readjusts?

**A:** It does. Model the guest's place as an empty sphere of radius a, much smaller than the wavelength, with continuous host outside. The quasistatic potentials are

φ_in = −F r cosθ,
φ_out = −E r cosθ + B cosθ/r².

Continuity of the potential at r = a gives B/a³ = E − F. Continuity of the normal displacement gives

F = n²(E + 2B/a³) = n²(3E − 2F).

Collecting the terms in F gives the empty-cavity factor, which I call C:

C = F/E = 3n²/(2n² + 1).

The Lorentz construction freezes the polarization around an imaginary sphere. Here the sphere is really empty and the polarization around it has relaxed.

**Q:** That treats a field arriving from outside. Does an emitter inside the cavity obey the same factor?

**A:** Put a dipole p at the centre. The cavity wall returns a uniform reaction field Rp:

φ_in = p cosθ/r² − Rp r cosθ,
φ_out = q cosθ/r².

The two boundary conditions are

p − Rpa³ = q,
2p + Rpa³ = 2n²q.

Adding them gives q = 3p/(2n² + 1). Substitution in the first gives

R = 2(n² − 1)/[(2n² + 1)a³].

A dipole m embedded directly in the host has potential m cosθ/(n²r²). Seen from outside, the cavity source is therefore a dipole m = n²q = Cp.

Its far magnetic field has amplitude nω²m sinθ/(c²r), because B = ik × A and the vector potential has amplitude ωm/(cr). The electric amplitude is B/n, so the radiated intensity is proportional to B²/n, hence to nm². The power is nC² times the vacuum power, as the golden rule requires.

For a = 6 bohr, n = 1.4 and ω = 0.22 Ry, so that ωa/c = 4.8 × 10⁻³, matching the full spherical waves gives 1.9996 for this ratio. It differs from the small-cavity formula by −2 × 10⁻⁵, relative to that formula.

**Q:** I now have two factors for one solvent. Which should I use?

**A:** Ask how polarizable the guest is apart from the transition being studied. Call this background polarizability α_g and place it at the cavity centre. The guest then feels the cavity field plus the reaction field of its own induced dipole:

F = CE + Rα_gF,
L_g = C/(1 − Rα_g).

Emission is dressed in the same way. The total dipole obeys p = d + α_gRp, so p = d/(1 − Rα_g).

For α_g = 0 this is the empty-cavity result. Now let the guest match a host unit in both volume and polarizability: 4πa³/3 = 1/ρ and α_g = α. The Clausius-Mossotti relation becomes α_g/a³ = (n² − 1)/(n² + 2), and

1 − Rα_g = [(2n² + 1)(n² + 2) − 2(n² − 1)²]/[(2n² + 1)(n² + 2)]
  = 9n²/[(2n² + 1)(n² + 2)].

Dividing C by this gives (n² + 2)/3, the Lorentz factor. Within this model, the two results differ by the guest's response to its own reaction field.

**Q:** Can a continuum really extend right up to a molecule?

**A:** That is a weak point. The program also solves a sphere of 925 polarizable points on a simple cubic lattice, at the density and polarizability for n = 1.4. Removing the central point changes the field there from 1.0063 to 0.9547 times the external field. Each number depends on the size of the sphere; with 4169 points both are lower by about 0.002. Their ratio hardly moves, and the vacancy factor below is still 1.252 for the infinite lattice. Assigning the occupied site its bulk Lorentz factor, 1.320, gives the vacancy

L = 1.320 × 0.9547/1.0063 = 1.252.

This lies between the empty-cavity value, 1.195, and the Lorentz value. The dressing relation gives Rα = 1 − 0.9547/1.0063 = 0.051 for the lattice. The continuum sphere of one site's volume gives 0.3902 × 0.2424 = 0.0946. The discrete neighbours return a weaker reaction field, so removing the central dipole matters less. This is one lattice at one index, not a universal correction for liquids.

**Q:** What do the formulas predict for an actual rate?

**A:** Take a model emitter with ω = 0.22 Ry and transition length 2 bohr. Then d² = e² × 2² = 8, and

Γ₀ = 4(0.22)³(8)/[3(274.07)³] = 5.517 × 10⁻⁹ Ry/ħ.

This is 1.14 × 10⁸ s⁻¹, a radiative lifetime of 8.77 ns. At n = 1.4:

Lorentz: Γ/Γ₀ = 1.4(1.320)² = 2.44; lifetime 3.59 ns.
Empty cavity: Γ/Γ₀ = 1.4(1.195)² = 2.00; lifetime 4.39 ns.

The absorption ratios L²/n are 1.24 and 1.02. In the empty-cavity model the emission rate doubles while the integrated absorption hardly changes.

**Q:** Could a series of solvents distinguish the models?

**A:** Yes, if d and ω stay fixed or their changes are corrected for. The predicted laws are

Lorentz: Γ/Γ₀ = n(n² + 2)²/9,
Empty cavity: Γ/Γ₀ = 9n⁵/(2n² + 1)².

Differentiating their logarithms with respect to ln n gives

Lorentz: 1 + 4n²/(n² + 2),
Empty cavity: 5 − 8n²/(2n² + 1) = 1 + 4/(2n² + 1).

Both slopes are 7/3 at n = 1. The models separate at second order in n − 1, because

[(n² + 2)/3]/C = (n² + 2)(2n² + 1)/(9n²) = 1 + 2(n² − 1)²/(9n²).

At n = 1.4 the slopes are already 2.98 and 1.81. For large n the formulas tend to n⁵/9 and 9n/4, though these are formal limits of the models.

Between n = 1.3 and 1.5, the Lorentz rate rises by 3.010/1.967 = 1.53 and the empty-cavity rate by 2.259/1.742 = 1.30. The unknown Γ₀ cancels from these ratios. These two laws are not the only outcomes. In the cavity model a guest of fixed α_g and a satisfies α_g/a³ = (n² − 1)/(n² + 2) at only one index, so across a series it follows nC²/(1 − Rα_g)² rather than the Lorentz law. Because R grows with n, a positive α_g makes this rise faster than the empty-cavity rate, as long as Rα_g < 1, which α_g < a³ guarantees.

**Q:** I measure a fluorescence lifetime. Is its inverse the Γ in these formulas?

**A:** Not if there is nonradiative decay. With nonradiative rate k, the measured lifetime is t = 1/(Γ + k) and the quantum yield is Y = Γ/(Γ + k). Their quotient Y/t is Γ. Next divide out any measured change in ω³, and any independently known change in d², since Γ₀ ∝ ω³d². A remaining disagreement need not favour the other formula: an elongated guest, specific binding to the solvent or a nearby interface violates the spherical, uniform model. Absorption by the host at ω also invalidates the lossless derivation, because the guest can then transfer energy directly to its neighbours.

Numbers as computed

```
transition energy = 0.220 Ry
transition length = 2.000 bohr
speed of light = 274.0720 Rydberg units
oscillator strength = 0.29333 (dimensionless)
vacuum radiative rate = 5.51700e-09 Ry/hbar
vacuum radiative rate = 1.14040e+08 s^-1
vacuum radiative lifetime = 8.7688 ns
vacuum absorption area = 0.08451 bohr^2 Ry
host absorption area, Lorentz = 0.10517 bohr^2 Ry
host index = 1.400 (dimensionless)
optical dielectric constant = 1.9600 (dimensionless)
static dielectric constant = 30.0 (dimensionless)
Debye relaxation time = 10.0 ps
omega times relaxation time = 4.5476e+04
Debye remainder |eps-n^2| = 6.166e-04
Lorentz factor if static eps misused = 10.6667
empty factor if static eps misused = 1.4754
slab dipole sum = 4.1887825 per spacing^3
4 pi / 3 = 4.1887902
cavity radius = 6.00 bohr
vacuum k times radius = 4.81625e-03
exact cavity rate ratio = 1.999606
relative finite-radius correction = -1.865e-05
reaction factor times radius^3 = 0.39025
host-like polarizability / radius^3 = 0.24242
lattice sites in sphere = 925
lattice centre field / external field = 1.00630
lattice vacancy field / external field = 0.95465
vacancy local-field factor = 1.25225
Lorentz/empty factor ratio = 1.10449
log slope of rate, Lorentz = 2.9798
log slope of rate, empty = 1.8130
cavity-wave slope at n=1 = 2.33332
Lorentz: local-field factor = 1.32000
Lorentz: rate = 2.78185e+08 s^-1
Lorentz: lifetime = 3.5947 ns
empty: local-field factor = 1.19512
empty: rate = 2.28040e+08 s^-1
empty: lifetime = 4.3852 ns
Table (ratios): n, rate Lorentz, rate empty, absorption Lorentz, absorption empty
1.0  1.0000  1.0000  1.0000  1.0000
1.2  1.5778  1.4876  1.0957  1.0331
1.3  1.9668  1.7419  1.1638  1.0307
1.4  2.4394  1.9996  1.2446  1.0202
1.5  3.0104  2.2593  1.3380  1.0041
1.6  3.6966  2.5196  1.4440  0.9842
1.8  5.4915  3.0395  1.6949  0.9381
```
